# Why ring-polymer sampling slows as the number of beads grows

**Question.** A quantum particle at finite temperature can be sampled as a classical ring of $P$ beads joined by springs. More beads reduce the discretization error, and each step then needs $P$ evaluations of the potential. Why does plain molecular dynamics, or plain bead-by-bead sampling, also need more steps as $P$ grows, and why can a long trajectory still give a wrong average?

## The mechanism

There are two separate difficulties.

The first is a spread of time scales. The slowest internal deformation of the ring keeps a finite frequency as beads are added, while the fastest, in which neighbouring beads move oppositely, becomes ever stiffer. The time step must resolve the fastest motion, but the average must wait for the slowest.

The second is a failure to share energy. In a harmonic potential the modes of the ring are independent, and each keeps the energy it was given. In a smooth anharmonic potential a stiff mode feels the soft motion as a slow change of its own frequency. It borrows energy as the frequency rises and returns it as the frequency falls, so net transfer is slow. This is the Hall–Berne ergodicity problem.

Smaller time steps cure neither the second difficulty nor its effect on averages.

## The ring and its stiffness

Take one particle of mass $m$ in one dimension, with even $P$ and $q_{P+1}=q_1$. The ring Hamiltonian is

$$H_P=\sum_{j=1}^{P}\left[\frac{p_j^2}{2m}+\frac{m\omega_P^2}{2}(q_j-q_{j+1})^2+V(q_j)\right],\qquad \omega_P=\frac{P}{\beta\hbar},$$

sampled with weight $e^{-(\beta/P)H_P}$, where $\beta=1/k_BT$ belongs to the physical temperature. The ring's own thermal energy is therefore $P/\beta$. The momenta are sampling devices; static averages need the bead positions.

The spring force on bead $j$ is $-m\omega_P^2(2q_j-q_{j-1}-q_{j+1})$. For a wave $q_j\propto e^{2\pi ijk/P}$ the bracket becomes

$$2-e^{-2\pi ik/P}-e^{2\pi ik/P}=2-2\cos\frac{2\pi k}{P}=4\sin^2\frac{\pi k}{P}$$

times $q_j$. The mode frequencies are thus

$$\omega_k=2\omega_P\sin\frac{\pi k}{P}.$$

The centroid has $k=0$ and feels no spring. For $0<k<P/2$ there is a degenerate cosine and sine pair, and $k=P/2$ is a single zigzag mode. At fixed $\beta$ and large $P$,

$$\omega_1\to\frac{2P}{\beta\hbar}\frac{\pi}{P}=\frac{2\pi}{\beta\hbar},\qquad \omega_{P/2}=\frac{2P}{\beta\hbar}.$$

The spring stiffness of a mode is $m\omega_k^2$, so its internal range is

$$\frac{\omega_{P/2}^2}{\omega_1^2}=\frac{1}{\sin^2(\pi/P)}\to\frac{P^2}{\pi^2}.$$

Stiffness spans a factor of order $P^2$, but frequency spans one of order $P$. Which of the two sets the cost depends on the sampling method.

## What the spread costs

Let $V=\tfrac12m\omega_0^2q^2$. In orthonormal mode coordinates $a_k$ the well adds the same stiffness to every mode, so $\Omega_k^2=\omega_0^2+\omega_k^2$.

**Molecular dynamics.** For one mode of frequency $\Omega$, a velocity-Verlet step gives, with $h=\Omega\Delta t$,

$$a'=\left(1-\tfrac{h^2}{2}\right)a+\Delta t\,v,\qquad v'=v-\tfrac12\Delta t\,\Omega^2(a+a').$$

Inserting $a'$ in the second equation makes the coefficient of $v$ equal to $1-h^2/2$. The one-step matrix has trace $2-h^2$ and determinant 1, so its eigenvalues obey $\lambda+1/\lambda=2-h^2$. They form a complex pair on the unit circle for $0<h<2$; for $h>2$ one has modulus above 1 and the motion explodes. The stiffest mode therefore demands $\Delta t<2/\Omega_{\max}$, and one centroid period needs more than

$$\frac{2\pi/\omega_0}{2/\Omega_{\max}}=\frac{\pi\Omega_{\max}}{\omega_0}=\pi\sqrt{1+\left(\frac{2P}{\beta\hbar\omega_0}\right)^2}$$

steps. This grows as $P$. With $P$ bead forces per step, the work per slow period grows as $P^2$. It is a stability bound; accurate integration needs shorter steps.

**Bead-by-bead sampling.** Now redraw each bead from its conditional distribution, first all even beads and then all odd ones. Minimizing the quadratic energy of bead $j$ with its neighbours fixed gives its conditional mean,

$$\bar q_j=\frac{\omega_P^2(q_{j-1}+q_{j+1})}{2\omega_P^2+\omega_0^2}.$$

If all means equal $c$, the even ones become $\mu c$, with $\mu=2\omega_P^2/(2\omega_P^2+\omega_0^2)$, and the odd ones then become $\mu^2c$. Each further sweep multiplies both sets by $\mu^2$. A wave-like displacement has an additional factor $\cos^2(2\pi k/P)\le1$, so the uniform displacement is a slowest one. With $x=\omega_0^2/2\omega_P^2$ and $1/\mu=1+x$, the relaxation time in sweeps is

$$\tau=\frac{1}{2\ln(1+x)}\approx\frac{1}{2x}+\frac14=\frac{P^2}{(\beta\hbar\omega_0)^2}+\frac14 .$$

Here a stiffness ratio enters, that of spring to well, $\omega_P^2/\omega_0^2$, rather than a frequency ratio: a bead tied tightly to its neighbours moves little, and the centroid has to diffuse.

These laws hold at fixed temperature. If cooling is accompanied by a proportional increase of $P$, then $P/(\beta\hbar\omega_0)$ is fixed and neither count grows, although each step or sweep involves more beads.

## Why the harmonic ring does not equilibrate

The energy of a harmonic mode is $\varepsilon_k=\tfrac12m(\dot a_k^2+\Omega_k^2a_k^2)$. Its rate of change is

$$\dot\varepsilon_k=m\dot a_k(\ddot a_k+\Omega_k^2a_k)=0.$$

The energy distribution of the initial state is permanent. Time averages then depend on that state, however long the run.

A single global Nosé–Hoover thermostat need not help. Its friction $\xi(t)$ multiplies every velocity alike:

$$\ddot a_k=-\Omega_k^2a_k-\xi\dot a_k,\qquad Q\dot\xi=\sum_km\dot a_k^2-P\frac{P}{\beta}.$$

An empty mode, $a_k=\dot a_k=0$, stays empty for any $\xi(t)$. Yet integrating the second equation over a time $t$ shows that the mean of its right side is $Q[\xi(t)-\xi(0)]/t$, which vanishes at long times if $\xi$ stays bounded. The total kinetic temperature is then correct while its distribution is wrong.

The effect on a position average follows from equipartition, $\langle a_k^2\rangle=P/(\beta m\Omega_k^2)$. Since the mode transformation is orthonormal,

$$\langle q^2\rangle=\frac1P\sum_k\langle a_k^2\rangle=\frac{1}{\beta m}\sum_k\frac{1}{\Omega_k^2}.$$

If all internal modes are empty, only the centroid term $1/(\beta m\omega_0^2)$ survives. Even with a perfectly sampled centroid, this is the classical answer.

## What an anharmonic potential changes

Consider the motion $q_j=x+(-1)^jy$. All even beads feel one force and all odd beads another, so any $V$ preserves this form. Half the sum and half the difference of the two bead equations give

$$m\ddot x=-\tfrac12[V'(x+y)+V'(x-y)],$$

$$m\ddot y=-m\omega_{P/2}^2y-\tfrac12[V'(x+y)-V'(x-y)].$$

For small $y$ the last bracket is $2V''(x)y+O(y^3)$. Hence

$$\ddot y=-\Omega^2(t)y,\qquad \Omega^2=\omega_{P/2}^2+\frac{V''(x(t))}{m}.$$

Let $E=\tfrac12m(\dot y^2+\Omega^2y^2)$ be the zigzag energy per bead. Differentiation leaves $\dot E=m\Omega\dot\Omega y^2$, since the other terms cancel by the equation of motion. Define a phase by $y=\sqrt{2E/m}\,\cos\phi/\Omega$ and $\dot y=-\sqrt{2E/m}\,\sin\phi$. Then $y^2=E(1+\cos2\phi)/(m\Omega^2)$, and

$$\frac{\dot E}{E}=\frac{\dot\Omega}{\Omega}(1+\cos2\phi).$$

The first term says that $E$ follows $\Omega$. Removing it with the action $J=E/\Omega$ leaves

$$\frac{d\ln J}{dt}=\frac{\dot\Omega}{\Omega}\cos2\phi .$$

When $\Omega$ changes little during one fast oscillation, $\dot\phi\approx\Omega$. Integration by parts then gives a leading ripple of $\ln J$ equal to $(\dot\Omega/2\Omega^2)\sin2\phi$, with amplitude

$$\frac{|\dot\Omega|}{2\Omega^2}=\frac{|d\Omega^2/dt|}{4\Omega^3}\propto P^{-3}.$$

The energy itself swings more, because it follows $\Omega$. If $V''$ varies by $\Delta V''$, the relative swing is

$$\frac{\Omega_{\rm high}}{\Omega_{\rm low}}-1\approx\frac{\Delta V''}{2m\omega_{P/2}^2}=\frac{\Delta V''\beta^2\hbar^2}{8mP^2}.$$

This energy is lent, not shared. To first order in the modulation, a lasting change requires $\dot\Omega/\Omega$ to contain a frequency near $2\Omega$; at higher order a slower drive, near $\Omega$ or $2\Omega/3$ for instance, also acts, but more weakly. If the soft motion has frequency $\omega_x$, one of its harmonics $n$ must satisfy $n\omega_x\approx2\Omega$, so $n$ grows as $P$. Smooth motion has weak high harmonics: each integration by parts of $\int f(t)e^{2i\Omega t}dt$ moves a derivative onto $f$ and supplies a factor $1/(2\Omega)$.

The argument is adiabatic and of leading order. It fails if $P$ is too small to separate the frequencies, if $V$ changes abruptly, or at a resonance. It does not prove conservation for unlimited time. It also treats one stiff mode driven by the centroid alone; in a thermally excited ring the modes of intermediate frequency can pass energy up to the stiff ones, so the stiff modes may fill slowly rather than never.

## Stiff modes can exchange energy with each other

Neighbouring stiff modes are close in frequency: $\omega_{k+1}-\omega_k\le2\omega_P\pi/P=2\pi/\beta\hbar$, a small fraction of a stiff frequency, and each cosine–sine pair is degenerate. Take a soft deformation smooth enough that the force $V'(q_j^{\rm soft})$ has no component along the stiff modes; in a thermally excited ring it has one, and a direct driving term $-\sum_jB_{jk}V'(q_j^{\rm soft})$ must be added below. When $V''$ varies along the ring, small stiff amplitudes then obey

$$m\ddot a_k=-m\omega_k^2a_k-\sum_lW_{kl}a_l,\qquad W_{kl}=\sum_jB_{jk}V''(q_j^{\rm soft})B_{jl},$$

where $B$ contains the orthonormal mode vectors. For a narrow group near frequency $\Omega$, write $a_k=\mathrm{Re}(c_ke^{-i\Omega t})$. Neglecting $\ddot c_k$ and the terms oscillating at $2\Omega$ gives

$$i\dot c_k=\frac{1}{2\Omega}\left[(\omega_k^2-\Omega^2)c_k+\frac1m\sum_lW_{kl}c_l\right].$$

The matrix acting on $c$ is real and symmetric, so $\sum_k|c_k|^2$ is constant. Individual modes can trade energy at a rate of order $W/(2m\Omega)$, but at this order, and without the direct driving term, the group gains none from the soft motion. "Stiff modes exchange no energy" is thus a harmonic statement; in the anharmonic ring it must be restricted to net exchange with much slower motion.

## Two cures for two difficulties

The spread of frequencies can be removed by giving mode $k$ the sampling mass $m_k=m\Omega_k^2/\omega_0^2$. Its harmonic frequency becomes $\sqrt{m\Omega_k^2/m_k}=\omega_0$. Integrating its momentum out of the weight gives $\sqrt{2\pi m_kP/\beta}$, which is independent of position, so static averages are unchanged. But independent modes with equal frequencies still keep their energies. This cure does not create ergodicity.

Friction $\gamma$ and independent noise on every mode do. In

$$dv_k=-(\gamma v_k+\Omega_k^2a_k)\,dt+\sqrt{\frac{2\gamma P}{\beta m}}\,dW_k,$$

the noise supplies mean power $\gamma P/\beta$ even to an empty mode, while friction removes $\gamma m\langle v_k^2\rangle$. They balance at $m\langle v_k^2\rangle=P/\beta$. Without noise, $a_k\propto e^{-\lambda t}$ gives

$$\lambda=\frac\gamma2\pm\sqrt{\frac{\gamma^2}{4}-\Omega_k^2}.$$

For $\gamma<2\omega_0$ the amplitude of every harmonic mode relaxes at rate $\gamma/2$, and its energy at rate $\gamma$, independently of $P$. Excessive friction is harmful: for $\gamma\gg2\omega_0$ the centroid's slow rate is about $\omega_0^2/\gamma$. With physical masses, the Verlet limit remains. Each cure thus removes only one difficulty: noise alone gives correct averages, up to the time-step error of the integrator, at a step count growing as $P$, while scaled masses alone remove that growth but leave harmonic modes with the energies they started with. For the anharmonic ring with scaled masses the adiabatic argument no longer applies, and the rate of sharing is not derived here.

## The numbers

Use units $\hbar=m=\omega_0=1$ and take $\beta=8$, a cold oscillator. For $P=32$, $\omega_P=32/8=4$, so the zigzag frequency is 8 and the lowest internal one is 0.784. Their squared ratio is 104. The Verlet bound is $\pi\sqrt{1+8^2}=25.3$ steps per slow period, and the heat-bath time is $32^2/8^2+1/4=16.25$ sweeps.

| $P$ | stiffness ratio | Verlet steps | sweeps |
|---:|---:|---:|---:|
| 8 | 6.83 | 7.02 | 1.23 |
| 32 | 104 | 25.3 | 16.25 |
| 128 | 1660 | 100.6 | 256.25 |

From 32 to 128 beads, the step bound rises about fourfold and the number of sweeps about sixteenfold.

The harmonic $\langle q^2\rangle$ is 0.4965 for a properly sampled 32-bead ring, against the exact $\tfrac12\coth4=0.5003$. With empty internal modes it is $1/8=0.125$, one quarter of the quantum value. With every internal mode empty and a thermal centroid the kinetic temperature would be only $1/P$ of its target, but the thermometer need not reveal a partial fault, in which the other modes carry the missing energy: in an 8-bead run with one empty mode and one global thermostat, the kinetic temperature was 0.9999 of its target, while the initially empty mode never held more than $2.6\times10^{-27}$ of the thermal energy $P/\beta$, which is round-off.

For the anharmonic ring take $V=q^2/2+q^4/4$, so $V''=1+3x^2$. The centroid starts at rest at $x=1$, and the zigzag mode starts with energy $1/\beta=0.125$ per bead. At $P=32$, $\Omega^2$ runs between $64+1=65$ and $64+4=68$, and the predicted swing is $\sqrt{68/65}-1=0.0228$. The full ring dynamics gives 0.0234, relative to the lowest zigzag energy. Doubling $P$ reduces this swing by a factor 4.00 and the action ripple by 8.44, close to the leading laws of 4 and 8.

Small rings behave differently. At $P=2$ the swing over a time of 100 is 6.32, against an adiabatic estimate of 0.84; at $P=8$ it is 0.54 against 0.26. The frequencies are not well separated there, and the formula should not be used. The adiabatic suppression of exchange is a property of the stiff regime; a large swing in a small ring does not by itself show that the ring equilibrates.

Exchange within the stiff band appears in a 32-bead run with the $k=15$ pattern $\cos(\theta_j+\pi/4)$, $\theta_j=30\pi j/32$, excited and the soft ring displaced by 0.3 and deformed by a wave $0.8\cos(2\pi j/P)$. That wave gives $V''=1+3q_j^2$ a component $\cos(4\pi j/P)$. The excited pattern and its degenerate partner $\cos(\theta_j-\pi/4)$ have the product $\tfrac12\cos2\theta_j=\tfrac12\cos(4\pi j/32)$, because $30\equiv-2$ modulo 32, so this component couples them. The pure cosine and sine patterns are not coupled to each other by this component; within the pair it only splits their frequencies. During a time of 400, the excited mode fell to 0.037 of its initial energy. The harmonic energy of all modes with $k>8$ stayed between 0.98 and 1.00 of its initial value. The energy left the mode, about nine tenths of it passing to the partner pattern, and nearly all of it remained in the band.

The cures also act separately. For 64 anharmonic beads and $\Delta t=0.2$, the physical masses give $\Omega_{\max}\Delta t\approx16\times0.2=3.2$, above the limit of 2, and the integration explodes. With scaled masses the largest energy error over 1000 steps is 1.0% of the initial energy. In the harmonic ring with physical masses, friction $\gamma=1$ gives a slowest relaxation rate of 0.500 at 8, 32 and 128 beads alike. The remaining values are in the numerical output below.

## Computed values

```
Units: hbar = m = omega_0 = 1
beta = 8.0 [1/(hbar omega_0)]
P | stiffness max/min | P^2/pi^2 | frequency max/min | min Verlet steps per slow period | heat-bath sweeps | P^2/beta^2
  8 |     6.83 |     6.48 |   2.61 |    7.02 |    1.23 |    1.00
 16 |    26.27 |    25.94 |   5.13 |   12.95 |    4.25 |    4.00
 32 |   104.09 |   103.75 |  10.20 |   25.33 |   16.25 |   16.00
 64 |   415.35 |   415.01 |  20.38 |   50.36 |   64.25 |   64.00
128 |  1660.38 |  1660.05 |  40.75 |  100.58 |  256.25 |  256.00
P=32: lowest internal frequency = 0.7841 omega_0, 2 pi/beta = 0.7854 omega_0
P=32: highest internal frequency = 8.0000 omega_0
harmonic <q^2>: collapsed ring 0.1250, 32 beads 0.4965, exact quantum 0.5003 [hbar/(m omega_0)]
global thermostat, P=8, k=3 mode empty at start, duration 400/omega_0:
  kinetic temperature / target = 0.9999
  largest energy of empty mode / target = 2.6e-27
anharmonic ring g = 1, centroid start 1.0, zigzag energy per bead 0.1250 hbar omega_0, duration 100/omega_0
P | energy swing of zigzag mode | adiabatic formula | action ripple | ripple formula
  2 | 6.32171 | 0.84391 | 0.817822 | 0.327736
  4 | 1.54368 | 0.58114 | 0.498543 | 0.192449
  8 | 0.53514 | 0.26491 | 0.255511 | 0.064465
 16 | 0.09384 | 0.08465 | 0.017942 | 0.012582
 32 | 0.02344 | 0.02282 | 0.002226 | 0.001834
 64 | 0.00586 | 0.00582 | 0.000264 | 0.000239
from P=32 to 64: swing falls by 4.00, ripple by 8.44
P=32, g=1, one k=15 mode excited, centroid 0.3, k=1 amplitude 0.8, duration 400/omega_0:
  lowest energy of that mode / start = 0.0371
  energy of band k>8 / start: 0.9793 to 1.0000
P=64, g=1, time step 0.2/omega_0, up to 1000 steps:
  relative energy error, physical masses: 8.9e+05 (run stopped above 1e3)
  relative energy error, scaled masses: 0.0101
Langevin friction 1.0 omega_0 on every mode, harmonic well:
  P=8: slowest amplitude relaxation rate = 0.5000 omega_0
  P=32: slowest amplitude relaxation rate = 0.5000 omega_0
  P=128: slowest amplitude relaxation rate = 0.5000 omega_0
```
